# Why Electron and Phonon Channels Share One Thermal Conductance Quantum

**Question.** Electrons obey the exclusion principle; phonons can pile up in one mode. Why, then, does one perfectly transmitted electron channel of a single spin conduct heat as well as one perfectly transmitted phonon channel, and what does this say about the heat carried by an atom-sized filament in a resistive memory cell?

**Answer.** Two things combine. In one dimension the carrier's velocity drops out of the heat flow, so a channel has no material constant left in it. Fermi statistics then halves the thermal response on each side of the chemical potential, but electrons have two such sides, above and below, whereas phonons have one. Both statements can be made precise before any integral is evaluated.

## How a channel carries heat

Let the channel join a left and a right reservoir, each in equilibrium at its own temperature, $T_L$ or $T_R$. Carriers cross without inelastic scattering. Transmission is 1 over the whole thermally active energy range. For phonons this range begins at zero energy, so the mode must be gapless. For electrons it extends many $kT$ to both sides of the chemical potential $\mu$. One phonon channel means one polarization.

States with wave numbers in $dk_x$ have density $dk_x/2\pi$ per unit length, and move at velocity $v=(1/\hbar)\,dE/dk_x$. Their flux per unit occupation is

$$
v\,\frac{dk_x}{2\pi}=\frac{1}{\hbar}\frac{dE}{dk_x}\frac{dk_x}{2\pi}=\frac{dE}{h}.
$$

A slow carrier arrives less often, but slow carriers have proportionately more states per unit energy. The cancellation needs only an energy that rises steadily with $k_x$, not a straight dispersion line.

A phonon of energy $E$ delivers heat $E$, because phonon number is not conserved and their chemical potential is zero. An electron delivers heat $E-\mu$, since $dQ=dE-\mu\,dN$. With equal chemical potentials, the heat currents from left to right are

$$
J_{\rm ph}=\frac1h\int_0^\infty E\,(n_L-n_R)\,dE,\qquad
J_{\rm el}=\frac1h\int_{-\infty}^{\infty}(E-\mu)(f_L-f_R)\,dE,
$$

where $n=1/(e^{E/kT}-1)$ and $f=1/(e^{(E-\mu)/kT}+1)$. The lower electron limit may be sent to $-\infty$ because states far below $\mu$ are full in both reservoirs and cancel. A missing electron below $\mu$ also carries positive heat: both factors in the integrand change sign there.

Now let the temperatures differ by a small $\Delta T$. With $x=(E-\mu)/kT$,

$$
\frac{\partial f}{\partial T}=\frac{df}{dx}\frac{\partial x}{\partial T}
=\left[-\frac{e^x}{(e^x+1)^2}\right]\left[-\frac{x}{T}\right]
=\frac{x}{T}\frac{e^x}{(e^x+1)^2}.
$$

The heat per carrier is $kTx$ and $dE=kT\,dx$, so the prefactor is $(kT)(1/T)(kT)/h=k^2T/h$. The phonon calculation is the same with $x=E/kT$ and a minus sign in the denominator. Thus

$$
K_{\rm el}=\frac{k^2T}{h}\int_{-\infty}^{\infty}\phi\,dx,\quad
\phi=\frac{x^2e^x}{(e^x+1)^2};\qquad
K_{\rm ph}=\frac{k^2T}{h}\int_0^\infty b\,dx,\quad
b=\frac{x^2e^x}{(e^x-1)^2}.
$$

Electronic thermal conductance is normally defined at zero electric current, not at equal chemical potentials. Here the two agree. The particle current driven by $\Delta T$ is proportional to $\int x\,e^x/(e^x+1)^2dx$, which vanishes because the integrand is odd. No voltage is needed to stop it.

## Why the statistics do not spoil the equality

The integrands are very different. Near $x=0$, $b\to1$ while $\phi\to x^2/4$. What connects them is an identity between the two distributions:

$$
\frac1{e^x-1}-\frac2{e^{2x}-1}
=\frac{(e^x+1)-2}{(e^x-1)(e^x+1)}
=\frac1{e^x+1}.
$$

In short, $f(x)=n(x)-2n(2x)$. Differentiate, using the chain rule on the last term, and multiply by $-x^2$:

$$
\phi(x)=x^2[-n'(x)]-(2x)^2[-n'(2x)]=b(x)-b(2x).
$$

Write $B=\int_0^\infty b\,dx$. Substituting $y=2x$ gives $\int_0^\infty b(2x)\,dx=B/2$, so

$$
\int_0^\infty\phi\,dx=B-\frac B2=\frac B2,
\qquad
\int_{-\infty}^{\infty}\phi\,dx=2\cdot\frac B2=B.
$$

The second result uses $\phi(-x)=\phi(x)$. Exclusion costs a factor of two on each side of $\mu$; the two sides restore it. The equality is established although $B$ is still unknown.

The argument also shows where the equality fails. Suppose both transmissions are proportional to $|E|^s$, with electron energy measured from $\mu$ and with a scale large enough to keep transmission below 1 in the thermal range. The rescaling step then gives $2^{-(1+s)}$ instead of $1/2$, and

$$
\frac{K_{\rm el}}{K_{\rm ph}}=2\left(1-2^{-(1+s)}\right).
$$

The ratio is 1 at $s=0$, but 1.5 at $s=1$ and 1.75 at $s=2$. Direct integration gives the same three values. Transmission that vanishes at zero energy removes the region where phonons contribute most and electrons least. The match is therefore guaranteed by flat transmission, not by the two statistics in general. Other shapes can give a ratio of 1 only by a balance that holds at particular temperatures: $2\phi-b$ changes sign near $x=1.76$, so a window of full transmission such as $1<|x|<2.76$ also gives 1.

## The value of the integral

For $x>0$, differentiating the geometric series gives $e^x/(e^x-1)^2=\sum_{m\ge1}m\,e^{-mx}$. Since $\int_0^\infty x^2e^{-mx}dx=2/m^3$,

$$
B=\sum_{m=1}^\infty m\,\frac2{m^3}=2\sum_{m=1}^\infty\frac1{m^2}.
$$

To find the sum, expand the function $g(\theta)=\theta$ on $(-\pi,\pi)$ in terms $c_me^{im\theta}$. Integration by parts gives, for $m\ne0$,

$$
c_m=\frac1{2\pi}\int_{-\pi}^{\pi}\theta e^{-im\theta}d\theta
=\frac{1}{2\pi}\,\frac{2\pi(-1)^m}{-im}
=\frac{i(-1)^m}{m},
$$

because the remaining integral of $e^{-im\theta}$ over a full period is zero. Also $c_0=0$. Parseval's theorem equates the mean square of $g$ to $\sum|c_m|^2$:

$$
\frac1{2\pi}\int_{-\pi}^{\pi}\theta^2d\theta=\frac{\pi^2}{3}
=2\sum_{m=1}^\infty\frac1{m^2}=B.
$$

The electron integral can be evaluated on its own. Its series has alternating signs, so one side gives

$$
\int_0^\infty\phi\,dx=2\sum_{m=1}^\infty\frac{(-1)^{m+1}}{m^2}
=2\left[\sum_m\frac1{m^2}-2\sum_j\frac1{(2j)^2}\right]
=\sum_m\frac1{m^2}=\frac{\pi^2}{6}.
$$

Two sides give $\pi^2/3$. Both channels therefore have

$$
K_Q=\frac{\pi^2k^2T}{3h}.
$$

Numerical integration gives 3.28986813 for each full integral and 1.64493407 for one electron side.

## A physical reading: the same spectrum

For a straight dispersion line there is a more direct reason. Take a branch of length $\ell$ with periodic boundary conditions. Its levels are spaced by $\varepsilon=hv/\ell$. Start from a filled Fermi sea with fixed electron number. Raise the top electron by $\lambda_1$ levels, the next by $\lambda_2$, and so on, with $\lambda_1\ge\lambda_2\ge\dots\ge0$. The order is preserved, no two electrons collide, and every excited arrangement arises once. Its energy is $\varepsilon\sum_i\lambda_i$.

Now let $m_j$ be the number of electrons raised by $j$ levels. The energy becomes $\varepsilon\sum_jj\,m_j$, with each $m_j=0,1,2,\dots$. This is the spectrum of bosons in modes of energy $\varepsilon,2\varepsilon,3\varepsilon,\dots$. Direct counts agree for excitation energies from 0 to $10\varepsilon$; at $10\varepsilon$ there are 42 states in each case. The bosons are collective electron-hole excitations, not lattice vibrations. A state with a definite number of them is in general a superposition of the arrangements counted above, but thermal energy depends only on the spectrum.

For $kT\gg\varepsilon$ the sum over boson modes becomes an integral:

$$
U=\frac1\varepsilon\int_0^\infty\frac{E\,dE}{e^{E/kT}-1}
=\frac{(kT)^2}{\varepsilon}\sum_{m=1}^\infty\frac1{m^2}
=\frac{\pi^2(kT)^2}{6\varepsilon}.
$$

This energy moves at speed $v$, so the heat current is $Uv/\ell=\pi^2k^2T^2/(6h)$. Its temperature derivative is $K_Q$. Letting the electron number fluctuate does not alter the result: adding $q$ electrons costs $\sum_{j=1}^q(j-\tfrac12)\varepsilon=\varepsilon q^2/2$, whose thermal average is about $kT/2$. That does not grow with $\ell$ and disappears from the energy per length.

## Finite temperature difference and bias

Each reservoir emits independently, so integrating $K_Q(T)$ between the two temperatures gives, for either carrier,

$$
J=\frac{\pi^2k^2}{6h}(T_L^2-T_R^2)
=K_Q\!\left(\frac{T_L+T_R}{2}\right)(T_L-T_R).
$$

In the ideal channel, the linear formula at the mean temperature thus remains correct for a finite difference.

A voltage adds heat of another kind. Let $\mu_L-\mu_R=eV>0$. At zero temperature, electrons arrive at the right with energies from 0 to $eV$ above $\mu_R$, bringing

$$
\frac1h\int_0^{eV}E'\,dE'=\frac{(eV)^2}{2h}.
$$

Thermal smearing moves as many electrons above each chemical potential as it removes below, so it adds the thermal $J$ without a cross term. The particle current is $eV/h$. Changing the reference from $\mu_R$ to $\mu_L$ subtracts $eV(eV/h)$, so the heat leaving the left reservoir is $J-(eV)^2/(2h)$. Half the Joule heat enters each side.

## A one-atom filament neck

Consider a copper filament in a resistive memory cell, narrowed to one atom. The model gives the neck one electron channel for each of two spins. At 300 K,

$$
K_Q=(0.946431\ \text{pW/K}^2)(300\ \text{K})=283.9\ \text{pW/K},
$$

so two spins carry 567.9 pW/K. With leads at 305 and 295 K, the heat flow is $567.9\times10$ pW, or 5.68 nW. At 4 K the two-spin conductance is 7.57 pW/K.

Imperfect transmission changes this little if the channel opens below $\mu$ by many $kT$ and by several times the width of the opening. Take a smooth opening centred 0.50 eV below $\mu$, of the form $1/(1+e^{-(E-E_0)/w})$ with $w=0.10$ eV. Transmission at $\mu$ is 0.993, and the zero-current thermal conductance at 300 K is $0.990K_Q$. The heat loss exceeds the 0.7% transmission loss at $\mu$ because heat is carried away from $\mu$, and the nearly exponential deficit grows more on the lower side than it shrinks on the upper. Since transmission now rises with energy, a small Seebeck coefficient appears, $-0.57\ \mu$V/K.

A phonon channel in the same neck is much less ideal. With a rough copper band top of 30 meV, against $kT=25.9$ meV, even perfect transmission gives only $0.340K_Q=97$ pW/K at 300 K: the high-energy part of the Bose integral is missing. At 4 K the band top no longer matters, but elastic mismatch does. Model the neck as a massless spring of length $d=0.5$ nm and area $A_n=0.05$ nm², joining two rods of area $A=400$ nm² and sound speed $c=3700$ m/s. With density $\rho$, the spring constant is $\kappa=\rho c^2A_n/d$ and the rod impedance is $Z=\rho cA$. Equal force on both sides requires, for reflected and transmitted amplitudes $r$ and $t$,

$$
i\omega Z(1-r)=i\omega Zt=\kappa(t-1-r).
$$

Hence $r=1-t$, then $i\omega Zt=2\kappa(t-1)$, and

$$
|t|^2=\frac1{1+(\omega Z/2\kappa)^2},\qquad
\frac{\omega Z}{2\kappa}=\frac{\omega dA}{2cA_n}.
$$

At $\hbar\omega=kT$ and 4 K the last ratio is 283. Averaged over the thermal spectrum, the phonon conductance is about $0.002K_Q$. Half of this small value comes from phonons with $\omega Z/2\kappa<1$, whose wavelengths exceed $283\times44$ nm, or about 13 µm. It therefore applies to uniform rods much longer than that, not to the short leads of a real cell. The elastic give of the rod ends around the neck, left out here, would soften the joint and lower this value by a factor of about 1.7. The model also keeps only the uniform stretching mode of the rod. A rod 20 nm wide has further modes that a centred neck can excite from about $1.5\,kT$ upward at 4 K; treating the leads as elastic half-spaces at those energies adds a contribution of similar size, $0.001$ to $0.002K_Q$. The figure $0.002K_Q$ is thus an order of magnitude only. In this rod model the value of $\omega Z/2\kappa$ at $\hbar\omega=kT$ falls in proportion to temperature, so near-perfect transmission would require temperatures well below $4\ \text{K}/283\approx0.014$ K. Thinner rods would reduce the mismatch, as the formula shows. A gradual taper also helps phonons whose wavelength is no longer than about the taper length; the wavelength is 44 nm at $E=kT$. The gain depends strongly on the profile of the taper, and for much longer wavelengths the added compliance lowers the transmission instead. A taper is not modelled here.

## What this means for a real cell

One-atom contacts of copper do have electrical conductances near the two-spin quantum $2e^2/h$, so the electron model is a reasonable starting point. The cell, however, has other heat paths. For a rough estimate take oxide 5 nm thick over a $20\times20$ nm² area, conductivity 1.4 W/(m K), and 100 MW/(m² K) for each of two interfaces:

$$
K_{\rm ox}=\frac{4\times10^{-16}\ \text{m}^2}
{(5\times10^{-9}/1.4+2/10^8)\ \text{m}^2\text{K/W}}
\approx17\ \text{nW/K}.
$$

This is about 30 times the electron conductance of the neck at 300 K. In a cell with these dimensions, most of the heat conducted between the leads therefore bypasses the channel. Scattering inside the neck is a smaller concern: its length is about 1% of a rough bulk mean free path of 40 nm, though a defective filament will have a shorter one.

Reading the cell matters too. At 100 mV, two spins deliver $(eV)^2/h=387$ nW of Joule heat to each side, far above the 5.68 nW conducted for a 10 K difference. The two are equal at 12.1 mV. At that voltage, for either direction of the current, the net heat leaving the hot lead through the ideal channel is zero, while the cold lead receives twice the conducted heat. The quantum $K_Q$ describes one part of the thermal circuit, not the temperature of an operating cell. The full set of values is in the numerical output below.

## Computed values

```
electron integral, whole line      3.28986813
phonon integral, half line         3.28986813
pi^2/3                             3.28986813
electron integral, one side        1.64493407
electron K from current difference 3.28986813
phonon K from current difference   3.28986813
electron/phonon ratio, |E|^0       1.000000
electron/phonon ratio, |E|^1       1.500000
electron/phonon ratio, |E|^2       1.750000
fermion state counts, energy 0-10: 1 1 2 3 5 7 11 15 22 30 42
boson state counts, energy 0-10:   1 1 2 3 5 7 11 15 22 30 42
K_Q / T                            0.946431 pW/K^2
temperatures                       300 and 4 K
k T at room temperature            25.85 meV
K_Q at room temperature            283.93 pW/K
K_Q at low temperature             3.786 pW/K
two-spin K at room temperature     567.9 pW/K
two-spin K at low temperature      7.571 pW/K
temperature difference             10 K
two-spin conducted heat            5.679 nW
channel opening below mu           0.50 eV
opening width parameter            0.10 eV
transmission at mu                 0.99331
zero-current K / K_Q, room         0.98975
Seebeck coefficient                -0.570 uV/K
phonon band top                    30 meV
band-limited phonon K/K_Q, room    0.3401
band-limited phonon K/K_Q, cold    1.000000
band-limited phonon K, room        96.6 pW/K
rod sound speed                    3700 m/s
neck length                        0.50 nm
neck area                          0.050 nm^2
phonon wavelength at E=kT, cold    44.4 nm
mismatch parameter at E=kT, cold   283.1
mismatched phonon K/K_Q, cold      0.00168
cell side                          20 nm
oxide thickness                    5 nm
oxide thermal conductivity         1.4 W/(m K)
conductance per interface          100 MW/(m^2 K)
parallel oxide K, room             16970 pW/K
oxide K / two-spin electron K      29.9
read voltage                       100 mV
Joule heat into each side          387.4 nW
voltage: Joule = conducted heat    12.11 mV
bulk electron mean free path       40 nm
neck length / mean free path       0.0125
```
